\section*{Electromigration Stress in a Blocked Line: Square-Root Rise to Linear Profile}

\section{Definitions and conventions}

A passivated metal line occupies $0\le x\le L$. Electrons flow from the cathode end $x=0$ to the anode end $x=L$. Diffusion barriers block atoms at both ends. The symbols are:
\begin{itemize}
\item $\sigma(x,t)$: stress, positive in tension; $\sigma_T$: its uniform initial value; $s=\sigma-\sigma_T$: the rise.
\item $J$: atom flux, positive towards the anode; $C\simeq1/\Omega$: atoms per volume; $\Omega$: atomic volume.
\item $D$: effective atomic diffusivity; $T$: temperature; $k$: Boltzmann's constant.
\item $B$: effective modulus of the confined line, defined by \eqref{eq:site}.
\item $j>0$: magnitude of the current density; $\rho$: resistivity; $e>0$: elementary charge; $Z>0$: magnitude of the effective charge, with the wind force along the electron flow.
\end{itemize}
$D$, $B$, $T$, $\rho$ and $j$ are uniform and constant, and no void is present. Under these assumptions the cathode stress rises as $\sqrt t$ at early times and then passes smoothly to a constant. The square root describes the rise $s$, not the total stress.

\section{The stress equation}

When an atom is inserted at a boundary under tension $\sigma$, the body extends by the volume $\Omega$ and the traction does work $\Omega\sigma$. Tension therefore lowers the chemical potential: $\mu=\mu_0-\Omega\sigma$, with elastic energy of second order in $\sigma$ dropped. The force on an atom is $-\partial_x\mu$ plus the wind force $Ze\rho j$. Multiplying by the mobility $D/kT$ and by $C=1/\Omega$ gives
\begin{equation}
J=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+Ze\rho j\right)
=\frac{D}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
G=\frac{Ze\rho j}{\Omega}.
\label{eq:flux}
\end{equation}

Atoms that leave a region remove lattice sites there. The surroundings resist the contraction, and tension develops:
\begin{equation}
\frac{dC}{C}=-\frac{d\sigma}{B}.
\label{eq:site}
\end{equation}
Conservation of atoms, $\partial_tC=-\partial_xJ$, with $C\simeq1/\Omega$ becomes $-(\Omega B)^{-1}\partial_t\sigma=-\partial_xJ$. Hence $\partial_t\sigma=B\Omega\,\partial_xJ$. Inserting \eqref{eq:flux}, and using the constancy of $G$ and $\sigma_T$,
\begin{equation}
\frac{\partial s}{\partial t}=\kappa\frac{\partial^2s}{\partial x^2},\qquad
\kappa=\frac{DB\Omega}{kT},\qquad
\left.\frac{\partial s}{\partial x}\right|_{0,L}=-G,\qquad s(x,0)=0.
\label{eq:problem}
\end{equation}
This is Korhonen's equation with constant coefficients. The current has dropped out of the interior equation and acts through the ends, where $J=0$ requires the slope $-G$. Replacing $C$ by $1/\Omega$ needs $|\sigma|\ll B$.

Vacancies also store missing atoms. If their concentration $C_v$ follows equilibrium, $C_v\propto e^{\Omega\sigma/kT}$, then $dC_v=C_v\Omega\,d\sigma/kT$. Relative to the site change $C\,d\sigma/B$, this is $(C_v/C)\,B\Omega/kT$, which is sized below and neglected.

\section{Early times: the semi-infinite line}

Before the influence of the anode arrives, the line can be treated as semi-infinite. With $\eta=x/(2\sqrt{\kappa t})$, define
\begin{equation}
S(x,t)=2\sqrt{\kappa t}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}\,\eta\right].
\label{eq:S}
\end{equation}
Since $d(\mathrm{erfc}\,\eta)/d\eta=-2e^{-\eta^2}/\sqrt\pi$, the derivative of the bracket is
\[
-\frac{2\eta e^{-\eta^2}}{\sqrt\pi}-\mathrm{erfc}\,\eta+\frac{2\eta e^{-\eta^2}}{\sqrt\pi}=-\mathrm{erfc}\,\eta .
\]
With $\partial_x\eta=1/(2\sqrt{\kappa t})$ and $\partial_t\eta=-\eta/(2t)$,
\begin{align}
\partial_xS&=-\mathrm{erfc}\,\eta,\qquad
\partial_x^2S=\frac{e^{-\eta^2}}{\sqrt{\pi\kappa t}},\\
\partial_tS&=\sqrt{\frac{\kappa}{t}}\left[\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}\,\eta\right]
+\sqrt{\frac{\kappa}{t}}\,\eta\,\mathrm{erfc}\,\eta
=\kappa\,\partial_x^2S.
\end{align}
At $x=0$ the slope is $-1$; at fixed $x>0$, $S\to0$ as $t\to0$. So $s=GS$ solves the semi-infinite problem, and at the cathode
\begin{equation}
s(0,t)=2G\sqrt{\frac{\kappa t}{\pi}}.
\label{eq:root}
\end{equation}
The depleted region has width of order $\sqrt{\kappa t}$ and the slope at the wall is fixed at $-G$, so the wall stress grows as their product.

\section{Finite length}

\subsection{How the square-root law fails}

Let a hat denote the Laplace transform in time, with variable $p$, and let $q=\sqrt{p/\kappa}$. Because $s(x,0)=0$, \eqref{eq:problem} becomes $\hat s''=q^2\hat s$ with $\hat s'=-G/p$ at both ends. The solution is
\begin{equation}
\hat s=\frac{G}{pq}\,\frac{\sinh[q(L/2-x)]}{\cosh(qL/2)} .
\end{equation}
Its derivative is $-(G/p)\cosh[q(L/2-x)]/\cosh(qL/2)$, which equals $-G/p$ at $x=0$ and at $x=L$. At the cathode,
\begin{equation}
\hat s(0)=\frac{G}{pq}\tanh\frac{qL}{2}
=\frac{G}{pq}\,\frac{1-e^{-qL}}{1+e^{-qL}}
=\frac{G}{pq}\left[1+2\sum_{m=1}^{\infty}(-1)^me^{-mqL}\right],
\end{equation}
where the last form follows from the geometric series. The function $S$ satisfies the same transformed equation with slope $-1/p$ at $x=0$ and decay at infinity, so $\hat S(x)=e^{-qx}/(pq)$. Each term can now be inverted:
\begin{equation}
s(0,t)=G\left[S(0,t)+2\sum_{m=1}^{\infty}(-1)^mS(mL,t)\right].
\label{eq:images}
\end{equation}
Since $\partial_xS<0$ and $S\to0$ at large $x$, the terms of the sum alternate and decrease in size. The first correction is negative and bounds the total:
\begin{equation}
0\le2G\sqrt{\frac{\kappa t}{\pi}}-s(0,t)\le2G\,S(L,t)
\le2G\sqrt{\frac{\kappa t}{\pi}}\;2e^{-L^2/4\kappa t}.
\label{eq:bound}
\end{equation}
The last step drops the negative term in \eqref{eq:S}. The square-root law is thus an overestimate in a finite line, with a relative error that is exponentially small at early times.

\subsection{The steady profile}

In a steady state $J$ is independent of $x$, and it vanishes at the ends, so it vanishes everywhere. Equation \eqref{eq:flux} then gives slope $-G$. Integrating \eqref{eq:problem} over the line gives
\[
\frac{d}{dt}\int_0^Ls\,dx=\kappa\,[\partial_xs]_0^L=\kappa(-G+G)=0 .
\]
The integral keeps its initial value of zero, and this fixes the constant:
\begin{equation}
s_\infty(x)=G\left(\frac L2-x\right),\qquad s_\infty(0)=\frac{GL}{2}.
\label{eq:steady}
\end{equation}
$D$ does not enter. With uniform $B$, a diffusivity that varies with position or stress changes the transient but leaves this profile unaltered.

\subsection{The approach to it}

The difference $u=s-s_\infty$ obeys the diffusion equation with zero slope at both ends and starts as $-G(L/2-x)$. It is therefore a sum of $a_n\cos(n\pi x/L)\,e^{-n^2\pi^2\tau}$, where
\begin{equation}
\tau=\frac{\kappa t}{L^2}.
\end{equation}
The mean of $u$ is zero, so $a_0=0$. For $n\ge1$, integration by parts with vanishing boundary terms gives
\begin{align}
a_n&=-\frac{2G}{L}\int_0^L\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=-\frac{2G}{L}\,\frac{L}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx\nonumber\\
&=-\frac{2GL}{n^2\pi^2}\left[1-(-1)^n\right].
\end{align}
Even terms vanish, and
\begin{equation}
s=GL\left[\frac12-\frac xL-\frac4{\pi^2}\sum_{n\ \mathrm{odd}}
\frac{\cos(n\pi x/L)}{n^2}e^{-n^2\pi^2\tau}\right].
\label{eq:cosine}
\end{equation}
At late times the cathode falls short of its final rise by the fraction $(8/\pi^2)e^{-\pi^2\tau}$.

The two limiting laws meet when $2\sqrt{\tau/\pi}=1/2$, that is at $\tau=\pi/16\simeq0.196$. The true rise there is 88\% of $GL/2$, so this time marks the crossover and not the arrival of the steady state.

\subsection{A form for implementation}

For the cathode rise, two expressions suffice:
\begin{equation}
\frac{s(0,t)}{GL/2}\simeq
\begin{cases}
4\sqrt{\tau/\pi}, & \tau<0.05,\\[2pt]
1-(8/\pi^2)\,e^{-\pi^2\tau}, & \tau\ge0.05.
\end{cases}
\label{eq:piecewise}
\end{equation}
The relative error is largest at the join. There the upper form is about 0.1\% high. The lower form omits the $n=3$ term, $(8/9\pi^2)e^{-9\pi^2\tau}\simeq0.001$, and is about 0.2\% high relative to the rise at that time. For full profiles, \eqref{eq:cosine} converges quickly except at very small $\tau$, where $GS$ near the cathode is the better choice.

\subsection{If the anode is not blocked}

Suppose instead that the anode end connects to a reservoir that holds $s(L,t)=0$. A blocked line of length $2L$ is antisymmetric about its middle, so $s=0$ there at all times. Its cathode half therefore solves the reservoir problem. The early law \eqref{eq:root} is unchanged, but the final profile is $G(L-x)$ and the final cathode rise is $GL$, twice that of the blocked line. The factor $1/2$ in \eqref{eq:steady} thus depends on the barrier at the far end.

\section{Worked example}

The example is a short copper interconnect in an accelerated test: $T=573$ K, $j=1$ MA/cm$^2$, $L=20\ \mu$m, $\rho=4\ \mu\Omega\,$cm, $Z=1$, $\Omega=0.0118$ nm$^3$, $B=20$ GPa and $D=10^{-11}$ cm$^2$/s. The transport and elastic values are rough.

The field is $\rho j=4$ V/cm, or 400 V/m. In SI units,
\begin{align}
G&=\frac{(1.602\times10^{-19})(400)}{1.18\times10^{-29}}
=5.43\times10^{12}\ \mathrm{Pa/m}=5.43\ \mathrm{MPa}/\mu\mathrm m,\\
\kappa&=\frac{(10^{-15})(2\times10^{10})(1.18\times10^{-29})}{7.91\times10^{-21}}
=2.98\times10^{-14}\ \mathrm{m^2/s}.
\end{align}
Hence $L^2/\kappa=3.72$ h, the crossover is at $0.196\times3.72=0.73$ h, and the final cathode rise is $5.43\times20/2=54.3$ MPa.

The derivation was compared with a direct calculation on 400 cells. It moves atoms according to the chemical potential and the wind force, and finds the stress from the logarithmic site strain, $\sigma=-B\ln(N/N_0)$, where $N/N_0$ is the relative number of sites in a cell. The cathode rises in MPa are:
\begin{center}
\begin{tabular}{ccccc}
$\tau$ & $t$ (h) & root law & finite line & direct\\
0.020 & 0.074 & 17.3 & 17.3 & 17.3\\
0.100 & 0.372 & 38.8 & 37.9 & 37.9\\
0.196 & 0.731 & 54.3 & 48.0 & 48.0\\
0.500 & 1.862 & 86.7 & 54.0 & 54.0\\
2.000 & 7.449 & 173.3 & 54.3 & 54.3
\end{tabular}
\end{center}
The root law is 1\% high at 0.30 h and more than three times the true value at the last entry. The direct calculation gives an early exponent of 0.500 and a late decay rate of 9.87 in $\tau$, against $\pi^2=9.87$. Its profiles differ from \eqref{eq:cosine} by at most 0.045\% of $GL/2$ at the times and cells compared. Doubling $L$ at fixed $j$ multiplies the final rise by 2.001.

The direct calculation ends with 0.02 MPa at mid-line instead of zero. Conservation of sites fixes the mean of $e^{-\sigma/B}$ at one, so to second order the mean stress is $\langle\sigma^2\rangle/2B$. For the linear profile this is $(54.3^2/3)/(2\times20\,000)=0.025$ MPa, which accounts for the offset.

\subsection{Time to a given stress}

Inverting \eqref{eq:root} for a chosen rise $s_c$ gives, in a long line,
\begin{equation}
t_c=\frac{\pi s_c^2}{4\kappa G^2},
\end{equation}
which scales as $j^{-2}$ when $T$ and the material parameters are held fixed. For $s_c=50$ MPa it gives 0.62 h. The 20 $\mu$m line is by then past the square-root regime, and the late form of \eqref{eq:piecewise} must be inverted:
\begin{equation}
\tau_c=\frac1{\pi^2}\ln\frac{8/\pi^2}{1-2s_c/GL}
=\frac1{\pi^2}\ln\frac{0.811}{0.0794}=0.235,
\end{equation}
or 0.88 h. The root law underestimates the time by 29\% of the true value. As $GL/2$ falls towards $s_c$ the time diverges, and for
\begin{equation}
jL<\frac{2\Omega s_c}{Ze\rho}
\label{eq:blech}
\end{equation}
the chosen rise is not reached. Here the limit is $2000\times50/54.3=1840$ A/cm, and the line carries 2000 A/cm. As a design rule, \eqref{eq:blech} requires both ends to be blocked and no void to be present. If failure is set by a total stress $\sigma_c$, then $s_c=\sigma_c-\sigma_T$.

\section{Neglected effects and the real case}

\paragraph{Thermal stress.} Cooling from a stress-free temperature, taken as 673 K, with an expansion mismatch of 14 ppm/K gives a volumetric misfit of $3\times14\times10^{-6}\times100$. Like the removal of sites, this is treated as an isotropic misfit resisted by $B$, so $\sigma_T=84$ MPa. This is a rough estimate: 14 ppm/K is typical of copper against a silicon substrate, which constrains the line along its length, while the mismatch across the line is set by the dielectric and can differ. The final cathode stress becomes 138 MPa, of which electromigration supplies less than half. If $D\propto e^{\Omega\sigma/kT}$, the offset also multiplies $D$ by 1.13 and the early rise by $\sqrt{1.13}=1.06$.

\paragraph{Non-uniform diffusivity.} With the same exponential law and no offset, the cathode rise at the crossover changes by 0.2\%. Alternating 2 $\mu$m segments with a fourfold contrast in $D$, and the same mean of $1/D$ as the uniform line, change the cathode rise by less than 1\% at $\tau=0.02$ and by less than 0.1\% at the crossover. These small figures do not extend to earlier times. While $\sqrt{\kappa t}$ is well inside the first segment, that segment acts as a semi-infinite line with its own $D$, here 2.5 or 0.625 times the uniform value. The rise is then multiplied by $\sqrt{2.5}=1.58$ or $\sqrt{0.625}=0.79$.

\paragraph{Heating and vacancies.} For a line 200 nm high above 500 nm of dielectric with conductivity 0.3 W/(m\,K), and no lateral spreading of heat, the temperature rise is 1.3 K. With an activation energy of 0.9 eV this raises $D$ by 4\%. Vacancy storage, estimated with a formation energy of 1.3 eV, is of relative size $10^{-10}$.

\paragraph{Temperature of use.} At 378 K, with $G$, $B$ and the activation energy unchanged, $\kappa$ is about 8000 times smaller and the crossover moves to 0.67 years. The elastic estimate of $\sigma_T$ would grow to $0.84\times295=248$ MPa. Its effect on $D$ is not included in that time: with $D\propto e^{\Omega\sigma/kT}$ it would multiply $D$ by about 1.75 and shorten the crossover to roughly 0.4 years.

\paragraph{Comparison with real interconnects.} Copper lines whose vias end on refractory-metal barriers approximate the blocked ends, and accelerated tests use temperatures and current densities of the order taken here. The effective $D$ depends strongly on the cap interface and the grain structure and can differ from the chosen value by orders of magnitude; all times scale as $1/D$. The modulus depends on the dielectric and the line shape. The absence of voids is a separate assumption, and its failure changes the stress profile itself, not only the time scale. If a void opens at the cathode, its free surface holds $\sigma\simeq0$ there, apart from surface energy. If the void then stops growing with the anode still blocked, $J=0$ gives $\sigma=-Gx$. In the example with thermal stress, the cathode then goes from 138 MPa to about zero, and the anode from $84-54=30$ MPa to $-109$ MPa. The mean stress falls from 84 to $-54$ MPa on the way, which takes a fraction $138/20\,000$ of the atoms of the line. This is a void about 0.14 $\mu$m long over the full cross-section, comparable to the line height, so the copper path may be interrupted before this state is reached. Equations \eqref{eq:root} and \eqref{eq:steady} therefore describe the line up to void formation. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 573 K
Current density: 1.00 MA/cm2
Resistivity: 4.00 uOhm cm
Effective charge magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20.0 GPa
Atomic diffusivity: 1.00e-11 cm2/s
Line length: 20.0 um
Thermal energy kT: 0.04938 eV
Electric field: 4.000 V/cm
Driving stress gradient G: 5.431 MPa/um
Stress diffusivity kappa: 2.983e-10 cm2/s
Time unit L^2/kappa: 3.725 h
Current-length product: 2000 A/cm
Steady cathode rise GL/2: 54.31 MPa
Square-root law 1% high at tau: 0.0799
Square-root law 1% high at: 0.298 h
Crossover tau pi/16: 0.1963
Crossover time: 0.731 h
True/steady rise at crossover: 0.8833
Cathode: tau, time h, root law MPa, series MPa, atom model MPa
  0.0020  0.0074  5.48  5.48  5.48
  0.0050  0.0186  8.67  8.67  8.67
  0.0200  0.0745  17.33  17.33  17.34
  0.0500  0.1862  27.41  27.38  27.38
  0.1000  0.3725  38.76  37.90  37.91
  0.1963  0.7313  54.31  47.97  47.99
  0.3000  1.1174  67.13  52.03  52.05
  0.5000  1.8623  86.67  53.99  54.02
  2.0000  7.4493  173.34  54.31  54.34
Atom-model early time exponent: 0.5000
Atom-model late decay rate in tau: 9.869
Largest profile error / steady end: 0.045 %
Final stress at L/4, L/2, 3L/4: 27.18, 0.02, -27.13 MPa
Chosen stress rise: 50.0 MPa
Time to chosen rise, root law: 0.620 h
Time to chosen rise, finite line: 0.877 h
Double/single line final rise: 2.0009
Stress-dependent D, change at crossover: 0.20 %
Cathode in fast segment, change at tau 0.02, crossover: 0.5, -0.0 %
Cathode in slow segment, change at tau 0.02, crossover: 0.4, -0.0 %
Stress-free temperature: 673 K
Expansion mismatch: 14.0 ppm/K
Thermal stress offset: 84.0 MPa
Thermal-stress factor on D: 1.133
Final cathode stress with offset: 138.3 MPa
Line height, dielectric thickness: 200, 500 nm
Dielectric conductivity: 0.30 W/(m K)
Joule heating: 1.33 K; factor on D: 1.043
Relative vacancy storage (1.3 eV formation): 1.1e-10
Activation energy: 0.90 eV
Use temperature: 378 K; slowdown: 7997
Crossover at use temperature: 0.67 years
\end{verbatim}
